# Why a Thin Coating on a Thick Conductor Changes Reactance Before Resistance

**Question.** A thick, good conductor carries a high-frequency current in its skin layer. Its surface is covered with a very thin, nonmagnetic layer of much poorer conductivity. Current flows in this layer and heats it. Why, then, does the surface resistance stay the same to first order in the coating thickness, while the surface reactance changes?

**Answer.** The coating does heat up at first order. But the current it carries is taken from the conductor underneath, which then heats less. The two changes cancel because the bare conductor has equal surface resistance and surface reactance. The magnetic flux inside the coating appears as reactance, and when the coating conducts poorly the diverted current cancels only a small part of it.

**The setting**

Let \(z\) point into a flat surface, with the electric field \(E\) along \(x\), the magnetic field \(H\) along \(y\), and both varying as \(e^{j\omega t}\) with peak amplitudes. The metal has conductivity \(\sigma_2\); the coating has conductivity \(\sigma_1\) and thickness \(t\). Both obey the local Ohm's law with real conductivity, displacement current is neglected (which needs \(\sigma_1\gg\omega\varepsilon_1\) in the coating), and the fields do not vary along the surface. Maxwell's equations become

\[
\frac{dE}{dz}=-j\omega\mu_0H,\qquad \frac{dH}{dz}=-\sigma E .
\]

The surface impedance is \(Z=R+jX=E/H\) at the outer face. The power entering a unit area is \(\tfrac12\mathrm{Re}(EH^*)=\tfrac12R|H|^2\), so \(R\) measures the total heat produced at a given surface field. The field \(H_0\) at the outer face, which equals the total current per unit width, is held fixed when the bare and coated surfaces are compared.

In the bare metal the two equations combine into \(E''=j\omega\mu_0\sigma_2E\). The decaying solution is \(e^{-kz}\), with

\[
k^2=j\omega\mu_0\sigma_2=\frac{2j}{\delta^2},\qquad k=\frac{1+j}{\delta},\qquad \delta=\sqrt{\frac{2}{\omega\mu_0\sigma_2}} .
\]

From the first field equation, \(-kE=-j\omega\mu_0H\), so

\[
Z_2=\frac{j\omega\mu_0}{k}=\frac{j\,\omega\mu_0\delta}{1+j}=\frac{\omega\mu_0\delta}{2}(1+j)=R_2(1+j),\qquad R_2=\frac{1}{\sigma_2\delta}.
\]

The last form uses \(\omega\mu_0=2/(\sigma_2\delta^2)\). Thus \(X_2=R_2\): at the surface, \(E\) leads \(H\) by 45°. Equivalently, the square of the impedance is purely imaginary:

\[
Z_2^2=\frac{(j\omega\mu_0)^2}{j\omega\mu_0\sigma_2}=\frac{j\omega\mu_0}{\sigma_2}.
\]

**Where the heat goes**

To lowest order the electric field is uniform across the coating and equals \(Z_2H_0\). The coating therefore dissipates, per unit area,

\[
\tfrac12\sigma_1t|E|^2=\tfrac12|H_0|^2\,\sigma_1t\,(R_2^2+X_2^2).
\]

The current per unit width in the coating is \(\sigma_1tE\). By the second field equation, the magnetic field reaching the metal is reduced by this amount:

\[
H_m=H_0-\sigma_1tE=H_0(1-\sigma_1tZ_2).
\]

Its squared magnitude, to first order, is \(|H_0|^2(1-2\sigma_1tR_2)\). Only the real part of \(Z_2\) enters, because a small current 90° out of phase with \(H_0\) does not change the magnitude of the remainder at first order. The heat in the metal, \(\tfrac12R_2|H_m|^2\), changes by

\[
-\tfrac12|H_0|^2\,2\sigma_1tR_2^2 .
\]

Adding the two changes gives the change in surface resistance:

\[
\Delta R=\sigma_1t\left(R_2^2+X_2^2-2R_2^2\right)=\sigma_1t\left(X_2^2-R_2^2\right).
\]

With \(X_2=R_2\) this is zero. The coating gains \(2\sigma_1tR_2^2\) and the metal loses the same amount.

**What remains is reactance**

The complete impedance follows from adding the coating in slices. A slice of thickness \(dt\) placed on the outside raises \(E\) by \(j\omega\mu_0H\,dt\) and \(H\) by \(\sigma_1E\,dt\), as the field equations show when read outwards. Hence

\[
\frac{dZ}{dt}=\frac{1}{H}\frac{dE}{dt}-\frac{E}{H^2}\frac{dH}{dt}=j\omega\mu_0-\sigma_1Z^2 .
\]

The first term is the voltage induced by magnetic flux in the added thickness. The second is the effect of the shunted current. At \(t=0\), \(Z^2=j\omega\mu_0/\sigma_2\), and with \(s=\sigma_1/\sigma_2\),

\[
\Delta Z=j\omega\mu_0t\,(1-s)+O(t^2).
\]

Both terms are imaginary, so the first-order change is

\[
\Delta X=\omega\mu_0t\,(1-s),\qquad \Delta R=0 .
\]

The added inductance per square, \(\Delta X/\omega=\mu_0t(1-s)\), does not depend on frequency.

For \(s\to0\), within this model of fields uniform along the surface, the coating carries no current and is a gap filled with flux, with reactance \(\omega\mu_0t\). For \(s=1\) it is more of the same thick metal, and nothing changes. For \(s>1\) the reactance falls, yet the resistance is still unchanged at first order. A resistive coating is therefore not required for the cancellation; it only gives \(\Delta X\) its positive sign.

The reference plane matters for the reactance. The result compares each surface at its own outer face. It also applies when the coating replaces the outermost part of a thick metal without moving that face. If instead the coating is added to finished metal inside fixed surroundings, it fills a space that already held flux. That empty layer contributed \(j\omega\mu_0t\), which must be subtracted, leaving \(\Delta X=-s\,\omega\mu_0t\). The first-order change in resistance is zero in both comparisons.

**The first change in resistance**

To see when \(R\) responds, measure thickness as \(x=t/\delta\) and impedance as \(\zeta=Z/R_2\). Since \(\omega\mu_0\delta/R_2=2\) and \(\sigma_1\delta R_2=s\), the slice equation becomes

\[
\zeta'=2j-s\zeta^2,\qquad \zeta(0)=1+j,\qquad \zeta(0)^2=2j .
\]

The first derivative at \(x=0\) is \(\zeta'=2j(1-s)\). Differentiating once more,

\[
\zeta''=-2s\zeta\zeta'=-4js(1-s)(1+j)=4s(1-s)(1-j).
\]

The third derivative is \(\zeta'''=-2s(\zeta'^2+\zeta\zeta'')\). Here \(\zeta'^2=-4(1-s)^2\), and \(\zeta\zeta''=-2s\zeta^2\zeta'=8s(1-s)\). Therefore

\[
\zeta'''=-2s\left[-4(1-s)^2+8s(1-s)\right]=8s(1-s)(1-3s).
\]

Dividing the derivatives by \(1\), \(2\) and \(6\) and separating real and imaginary parts gives, up to terms of order \(x^4\),

\[
\frac{\Delta R}{R_2}=2s(1-s)x^2+\frac43s(1-s)(1-3s)x^3,
\]
\[
\frac{\Delta X}{R_2}=2(1-s)x-2s(1-s)x^2 .
\]

The quadratic term alone describes \(\Delta R\) when \(x\ll1\) and, for a highly conducting coating, also \(sx\ll1\). For \(s\ll1\) the \(x^4\) term is of order \(s^2\), so the cubic form holds further: at \(s=0.01\), \(x=1\) it gives 0.0326 against the exact 0.0323. The quadratic term has a simple origin. The first slices make \(X\) larger than \(R\) when \(s<1\), so later slices no longer meet a surface with equal parts, and their heating is not fully repaid.

**When the cancellation fails**

The formula \(\Delta R=\sigma_1t(X_2^2-R_2^2)\) used no property of the metal except its impedance, so it shows what happens when \(X_2\ne R_2\).

Take first a metal of finite thickness \(d\) with no magnetic field behind it. Then \(H\propto\sinh k(d-z)\), and \(E=-H'/\sigma_2\) gives \(Z_2=(1+j)R_\infty\coth(kd)\), where \(R_\infty=1/(\sigma_2\delta)\). For \(d=0.7\delta\) this is \((1.459+0.464j)R_\infty\). Resistance dominates, and a coating with \(s=0.3\) changes \(R\) with the slope

\[
0.3\,(0.464^2-1.459^2)=-0.574
\]

in units of \(R_\infty\) per \(t/\delta\). At this thickness the coating lowers the resistance at first order, as a second resistor in parallel does. This does not hold for every finite thickness: \(X_2^2-R_2^2\) has the sign of \(-\sin(2d/\delta)\), so it first reverses at \(d=\pi\delta/2\), and its size fades as the metal becomes thick.

In a thick metal, carrier relaxation makes the reactance dominate. With \(\sigma_2\) replaced by \(\sigma_2/(1+j\omega\tau)\), and \(\delta\) and \(R_\infty\) still defined by the static \(\sigma_2\), one finds \(Z_2^2=2R_\infty^2(j-\omega\tau)\). Thus \(X_2^2-R_2^2=2\omega\tau R_\infty^2\), and the coating raises \(R\).

Magnetism alone does not spoil the result. A coating permeability \(\mu'-j\mu''\) replaces \(j\omega\mu_0t\) by \(j\omega\mu't+\omega\mu''t\). Only the magnetic loss \(\mu''\) adds resistance at first order.

A wave guided along the surface as \(e^{-j\beta x'}\), with \(x'\) the distance along the surface, adds a term the uniform model leaves out. The variation of \(H\) drives a current density of size \(\beta|H|\) normal to the surface, through the coating. Its heat, \(\tfrac12\beta^2|H|^2t/\sigma_1\), gives \(\Delta R=\beta^2t/\sigma_1\), or \(\Delta R/R_2=(\beta\delta)^2x/s\), for \(\sigma_1\gg\omega\varepsilon_1\). This is first order in \(t\) and grows as the coating conducts worse. It stays below the quadratic term only while \(s^2\gg(\beta\delta)^2/(2x)\).

**A worked example**

Take a metal of resistivity 2 µΩ cm, a coating of 200 µΩ cm and 50 nm, and a frequency of 10 GHz. Then \(s=0.010\) and

\[
\delta=\sqrt{\frac{2(2\times10^{-8})}{2\pi(10^{10})\mu_0}}\ \text{m}=712\ \text{nm},\qquad x=\frac{50}{711.8}=0.0702,
\]
\[
R_2=X_2=\frac{2\times10^{-8}}{7.118\times10^{-7}}\ \Omega=28.1\ \text{m}\Omega\text{ per square}.
\]

The leading terms are

\[
\frac{\Delta X}{R_2}=2(0.99)(0.07025)=0.139,
\]
\[
\frac{\Delta R}{R_2}=2(0.01)(0.99)(0.07025)^2=9.8\times10^{-5}.
\]

Solving the two field equations numerically through both layers, by Chebyshev collocation with metal \(20\delta\) deep, gives 0.139 and \(1.02\times10^{-4}\). The cubic term accounts for the difference in the second number. The reactance rises by 3.9 mΩ per square, to 32.0 mΩ; the resistance rises by about 0.003 mΩ. The added inductance is 0.062 pH per square.

The computed heat budget shows the cancellation. In units of \(\tfrac12R_2|H_0|^2\), the coating gains \(1.506\times10^{-3}\) and the metal loses \(1.404\times10^{-3}\). The first-order value of each is \(2sx=1.405\times10^{-3}\). The coating exceeds it because \(E\) grows outwards. At a height \(y\delta\) above the metal, and for \(s\ll1\), \(E/(R_2H_0)\approx1+j+2jy\). Its squared magnitude is \(2+4y+4y^2\), whose average over the coating is \(2+2x\) to first order. The heat is then \(2sx+2sx^2\), and the second term is the leading \(\Delta R/R_2\) for small \(s\).

Doubling the thickness to 100 nm doubles \(\Delta X/R_2\) to 0.278 and raises \(\Delta R/R_2\) to \(4.3\times10^{-4}\), slightly more than four times its former value because of the cubic term. At fixed 50 nm, raising the frequency to 100 GHz gives 0.439 and \(1.1\times10^{-3}\). These follow the expected trends, \(\sqrt f\) and roughly \(f\), since \(x\propto\sqrt f\).

**Beside a real interconnect**

These parameters are rough values for thick copper wiring with a refractory metal or nitride barrier. At 10 GHz the copper must be at least about 3 µm thick if current flows on one face, and about 6 µm if it flows equally on both, for the small \(\Delta R\) found above to apply; in thinner metal the finite-thickness term can be as large. The 50 nm coating is far thicker than the few-nanometre barriers of fine on-chip lines. In a dielectric of relative permittivity 4, \(\beta\delta\approx3.0\times10^{-4}\), so the normal-current term is only \(6\times10^{-7}\) in the example; for a 3 nm coating of 2000 µΩ cm it is \(3.8\times10^{-7}\), about ten times the quadratic term. The model also assumes a smooth, flat surface, so it does not describe current crowding at the edges of a line. Roughness can also outweigh the coating: for 50 nm rms, the empirical Hammerstad formula gives an excess resistance

\[
\frac{2}{\pi}\arctan\left[1.4\left(\frac{50}{711.8}\right)^2\right]=4.4\times10^{-3}
\]

relative to smooth metal, about 40 times the coating's own \(\Delta R/R_2\). Temperature matters too. If the metal's resistivity rises by about 0.4% per kelvin, \(R_2\propto\sqrt{\rho_2}\) rises by 0.2% per kelvin, so warming by 0.05 K matches the effect of the coating. A measurement of this \(\Delta R\) would need at least the same roughness, the same electron scattering at the metal surface and closely matched temperatures in both samples.

A subtler correction comes from the electron mean free path \(\ell\), taken as roughly 40 nm. Suppose that electrons scatter diffusely at the metal surface, both before and after coating. In a free-electron metal, electrons leaving the surface with direction cosine \(u\) have had less distance in which to gain drift velocity. In a uniform field, the missing conductance per square is

\[
\frac34\sigma_2\int_0^\infty dz\int_0^1(1-u^2)e^{-z/(u\ell)}du
=\frac34\sigma_2\ell\int_0^1u(1-u^2)\,du=\frac{3}{16}\sigma_2\ell .
\]

Removing this conductance changes the impedance by \(+\tfrac{3}{16}\sigma_2\ell Z_2^2=j\tfrac{3}{16}\omega\mu_0\ell\). The metal thus has its own poorly conducting skin, which again adds only reactance at first order in \(\ell/\delta\):

\[
\frac{X_2}{R_2}-1\approx\frac{3\ell}{8\delta}=\frac38(0.0562)=0.021 .
\]

Numerical evaluation of the Reuter–Sondheimer integral for diffuse scattering gives 0.020. Since \(X_2\) now slightly exceeds \(R_2\), the coating produces a first-order \(\Delta R/R_2\approx sx(2\times0.020)\approx3\times10^{-5}\), more than a quarter of the second-order effect found above. The ratio scales roughly as \(0.02/x\): the two are equal near 15 nm, and at 3 nm the first-order term is about five times larger. If the surface scattering is unchanged, the resistance in this example is therefore insensitive to the coating, but its small remaining change cannot be predicted accurately by local Ohm's law alone.
